\section*{Local operators between ultrasoft states: overlap, screened D and dipole}

\section{What goes wrong without augmentation}

An ultrasoft pseudopotential replaces an orbital near the nucleus by a smoother function that need not carry the same charge. In the model atom treated below, the smooth $s$ orbital holds only 0.812 of an electron; the remaining 0.188 has been removed from the core region. If a weak local potential $\lambda A(\mathbf r)$ is added to the smooth problem as it stands, the level moves at the rate 0.150 eV per eV of $\lambda$, whereas the all-electron level moves at 0.247. The response is 39\% too small relative to the all-electron value. (These figures belong to the radial grid used below; as the grid step goes to zero the smooth norm tends to 0.820, the smooth rate to 0.152 and the deficit to 38\%.) The normalization and the mean position fail for the same reason.

The cure is to attach to every local operator a short-ranged nonlocal part:
\begin{equation}
A\;\longrightarrow\;\tilde A=A+\sum_{ij}|\beta_i\rangle A_{ij}\langle\beta_j|,
\qquad A_{ij}=\int A(\mathbf r)\,Q_{ij}(\mathbf r)\,d^3r .
\label{rule}
\end{equation}
Atomic units are used in the algebra; numbers are in eV and angstrom.

\section{Assumptions and theorem}

Take one atom with a sphere of radius $r_c$ around its nucleus. All-electron partial waves $\psi_i$ and smooth partial waves $\phi_i$ agree outside the sphere and join there with equal value and slope. Their difference $\Delta_i=\psi_i-\phi_i$ therefore vanishes outside. The projectors $\beta_i$ are confined to the sphere and satisfy
\begin{equation}
\langle\beta_i|\phi_j\rangle=\delta_{ij}.
\label{dual}
\end{equation}
The augmentation functions are
\begin{equation}
Q_{ij}(\mathbf r)=\psi_i^*(\mathbf r)\psi_j(\mathbf r)-\phi_i^*(\mathbf r)\phi_j(\mathbf r).
\label{Q}
\end{equation}
They vanish outside the sphere, and $Q_{ij}^*=Q_{ji}$. The $\beta_i$ and $Q_{ij}$ are fixed once the atom has been prepared.

For smooth states $\varphi_m,\varphi_n$ write $c_i^n=\langle\beta_i|\varphi_n\rangle$. The ultrasoft density is built from the pair densities
\begin{equation}
n_{mn}(\mathbf r)=\varphi_m^*\varphi_n+\sum_{ij}c_i^{m*}\,Q_{ij}(\mathbf r)\,c_j^n,
\qquad n=\sum_n f_n\,n_{nn},
\label{density}
\end{equation}
with occupations $f_n$. The reconstructed state and the part of $\varphi_n$ missed by the partial waves are
\begin{equation}
\Psi_n=\varphi_n+\sum_i\Delta_i c_i^n,\qquad
\eta_n=\varphi_n-\sum_i\phi_i c_i^n\quad\text{(inside the sphere)}.
\label{recon}
\end{equation}

\textbf{Theorem.} Let $A(\mathbf r)$ be a multiplicative operator whose integrals exist.

(a) For any number of projectors, $\int A\,n_{mn}\,d^3r=\langle\varphi_m|\tilde A|\varphi_n\rangle$.

(b) The reconstructed states obey
\begin{equation}
\langle\Psi_m|A|\Psi_n\rangle=\langle\varphi_m|\tilde A|\varphi_n\rangle
+\sum_j\langle\eta_m|A|\Delta_j\rangle c_j^n
+\sum_i c_i^{m*}\langle\Delta_i|A|\eta_n\rangle .
\label{residual}
\end{equation}
If $\eta_m=\eta_n=0$ in the sphere, the rule reproduces the reconstructed matrix element.

\textbf{Proof of (a).} Multiply (\ref{density}) by $A$ and integrate. The coefficients do not depend on $\mathbf r$, so
\begin{equation}
\int A\,n_{mn}\,d^3r=\langle\varphi_m|A|\varphi_n\rangle
+\sum_{ij}\langle\varphi_m|\beta_i\rangle A_{ij}\langle\beta_j|\varphi_n\rangle .
\end{equation}
This is the matrix element of (\ref{rule}). It holds for every pair of smooth states, and the set of all matrix elements fixes the operator.

\textbf{Proof of (b).} Insert (\ref{recon}) on both sides of $A$:
\begin{align}
\langle\Psi_m|A|\Psi_n\rangle={}&\langle\varphi_m|A|\varphi_n\rangle
+\sum_j\langle\varphi_m|A|\Delta_j\rangle c_j^n\nonumber\\
&+\sum_i c_i^{m*}\langle\Delta_i|A|\varphi_n\rangle
+\sum_{ij}c_i^{m*}\langle\Delta_i|A|\Delta_j\rangle c_j^n .
\end{align}
Every term after the first contains some $\Delta$ and is confined to the sphere. There we may write $\varphi=\sum_i\phi_i c_i+\eta$ in the two middle terms. The pieces with $\eta$ are those in (\ref{residual}). The rest has the coefficient $c_i^{m*}c_j^n$ times
\begin{align}
\int A\,(\phi_i^*\Delta_j+\Delta_i^*\phi_j+\Delta_i^*\Delta_j)\,d^3r
&=\int A\,[(\phi_i+\Delta_i)^*(\phi_j+\Delta_j)-\phi_i^*\phi_j]\,d^3r\nonumber\\
&=\int A\,Q_{ij}\,d^3r=A_{ij},
\end{align}
because $\phi_i+\Delta_i=\psi_i$. This proves (b).

\textbf{Remark on scope.} Part (a) concerns a density that has been defined; part (b) says how well that density represents the reconstructed orbitals. The reconstruction need not be the true all-electron state. It is that state if the two agree outside the sphere and if, inside it, $\eta_n=0$ and the true state equals $\sum_i\psi_i c_i^n$ with the same coefficients. For several atoms one sums (\ref{rule}) over atoms. Part (a) then holds as before, with the augmentation density summed in the same way. Part (b) needs spheres that do not overlap, since otherwise products of $\Delta$'s from different atoms survive in the proof. The kinetic energy $T$ is not multiplicative: the same algebra would give $\langle\psi_i|T|\psi_j\rangle-\langle\phi_i|T|\phi_j\rangle$, which is not an integral over $Q_{ij}$.

\section{The overlap operator}

For $A=1$ the rule gives
\begin{equation}
S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|,\qquad q_{ij}=\int Q_{ij}\,d^3r .
\label{S}
\end{equation}
Orthonormal orbitals now mean $\langle\varphi_m|S|\varphi_n\rangle=\delta_{mn}$. If all $q_{ij}=0$, the partial waves conserve the norm and $S=1$. Even then $A_{ij}$ need not vanish for other operators, because $Q_{ij}(\mathbf r)$ can integrate to zero without being zero.

\section{The screened D}

\textbf{Lemma 1.} Consider a Kohn--Sham energy with a local ionic potential and functionals of the density,
\begin{equation}
E=\sum_n f_n\langle\varphi_n|T+\sum_{ij}|\beta_i\rangle D^0_{ij}\langle\beta_j|\,|\varphi_n\rangle
+\int V_{\rm ion}\,n\,d^3r+E_{\rm H}[n]+E_{\rm xc}[n].
\label{E}
\end{equation}
For equally occupied orbitals its stationary states can be chosen to satisfy
\begin{align}
H\varphi_n&=\varepsilon_n S\varphi_n,\qquad
H=T+V_{\rm eff}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|,\label{H}\\
D_{ij}&=D^0_{ij}+\int V_{\rm eff}\,Q_{ij}\,d^3r,\qquad
V_{\rm eff}=V_{\rm ion}+V_{\rm H}+V_{\rm xc}.\label{D}
\end{align}

\textbf{Proof.} Vary $\varphi_n^*$ and hold $\varphi_n$ fixed. From (\ref{density}),
\begin{equation}
\delta n=f_n\Big[\delta\varphi_n^*\,\varphi_n+\sum_{ij}\langle\delta\varphi_n|\beta_i\rangle Q_{ij}\langle\beta_j|\varphi_n\rangle\Big].
\end{equation}
The last three terms of (\ref{E}) depend on the orbitals through $n$ alone. Their functional derivative with respect to $n$ is $V_{\rm eff}$, so they change by $\int V_{\rm eff}\,\delta n\,d^3r$. By part (a) this is $f_n\langle\delta\varphi_n|\tilde V_{\rm eff}|\varphi_n\rangle$. Adding the first term gives
\begin{equation}
\delta E=f_n\langle\delta\varphi_n|T+\tilde V_{\rm eff}+\sum_{ij}|\beta_i\rangle D^0_{ij}\langle\beta_j|\,|\varphi_n\rangle
=f_n\langle\delta\varphi_n|H|\varphi_n\rangle .
\end{equation}
The constraints $\langle\varphi_m|S|\varphi_n\rangle=\delta_{mn}$ bring in a Hermitian matrix of multipliers $\Lambda$, and stationarity reads $fH\varphi_n=\sum_m\Lambda_{mn}S\varphi_m$. A unitary rotation among equally occupied orbitals changes neither $n$ nor $E$. Choose the one that makes $\Lambda$ diagonal, with entries $f\varepsilon_n$; this is (\ref{H}).

The bare $D^0$ belongs to the pseudopotential, while $D$ changes with the density and must be recomputed during self-consistency. In the Hartree energy the augmentation charge interacts with the smooth charge and with itself; both effects are contained in $\int V_{\rm H}Q_{ij}$. A nonlocal exchange operator lies outside the lemma.

\textbf{Lemma 2.} Let the reference atom have all-electron potential $V_{\rm AE}$, with $(T+V_{\rm AE})\psi_j=\varepsilon_j\psi_j$, and a smooth screened potential $V_{\rm loc}$ equal to $V_{\rm AE}$ outside the sphere. Define
\begin{equation}
\chi_j=(\varepsilon_j-T-V_{\rm loc})\phi_j,\quad
B_{ij}=\langle\phi_i|\chi_j\rangle,\quad
\beta_i=\sum_j(B^{-1})_{ji}\chi_j ,
\label{construct}
\end{equation}
for linearly independent $\chi_j$ and invertible $B$. The reference equation then fixes
\begin{equation}
D_{ij}=B_{ij}+\varepsilon_j q_{ij},\qquad D^0_{ij}=D_{ij}-\int V_{\rm loc}\,Q_{ij}\,d^3r .
\label{Dref}
\end{equation}

\textbf{Proof.} Outside the sphere $\phi_j=\psi_j$ and the potentials agree, so $\chi_j=0$ there. Duality follows from
\begin{equation}
\langle\beta_i|\phi_k\rangle=\sum_j(B^{-1})_{ji}^*\langle\chi_j|\phi_k\rangle
=\Big[\sum_j B_{kj}(B^{-1})_{ji}\Big]^*=\delta_{ki}.
\end{equation}
The definition of $\beta_i$ also gives $\sum_i\beta_iB_{ik}=\chi_k$. Now demand $H\phi_k=\varepsilon_kS\phi_k$ with $V_{\rm eff}=V_{\rm loc}$. Since $(T+V_{\rm loc})\phi_k=\varepsilon_k\phi_k-\chi_k$,
\begin{equation}
\varepsilon_k\phi_k-\chi_k+\sum_i\beta_iD_{ik}
=\varepsilon_k\phi_k+\varepsilon_k\sum_i\beta_iq_{ik}.
\end{equation}
Hence $\sum_i\beta_i(D_{ik}-\varepsilon_kq_{ik})=\chi_k=\sum_i\beta_iB_{ik}$, and linear independence gives the first part of (\ref{Dref}). The second part is (\ref{D}) applied to the reference atom.

To see what $D^0$ contains, take all integrals over the sphere and use $\varepsilon_j\psi_j=(T+V_{\rm AE})\psi_j$:
\begin{align}
D_{ij}&=\varepsilon_j\langle\phi_i|\phi_j\rangle-\langle\phi_i|T+V_{\rm loc}|\phi_j\rangle
+\varepsilon_j(\langle\psi_i|\psi_j\rangle-\langle\phi_i|\phi_j\rangle)\nonumber\\
&=\langle\psi_i|T+V_{\rm AE}|\psi_j\rangle-\langle\phi_i|T+V_{\rm loc}|\phi_j\rangle .
\label{Dphys}
\end{align}
Subtracting $\int V_{\rm loc}Q_{ij}$ leaves
\begin{equation}
D^0_{ij}=\langle\psi_i|T+V_{\rm AE}-V_{\rm loc}|\psi_j\rangle-\langle\phi_i|T|\phi_j\rangle .
\end{equation}
The kinetic difference excluded from the rule for local operators thus sits in $D^0$. Equation (\ref{Dphys}) also shows that $D$ is Hermitian. Exchanging the two sides of $T$ over the sphere produces a surface term fixed by values and slopes at $r_c$; it is the same for $\psi$ and $\phi$ and cancels.

\section{The dipole}

For a finite system and a nucleus at $\mathbf R$, write $\mathbf r=\mathbf R+\boldsymbol\rho$. The rule gives
\begin{equation}
\int\mathbf r\,Q_{ij}\,d^3r=\mathbf R\,q_{ij}+\mathbf d_{ij},\qquad
\mathbf d_{ij}=\int\boldsymbol\rho\,Q_{ij}\,d^3r .
\label{dip}
\end{equation}
The electronic dipole is $-\tilde{\mathbf r}$ because the electron has charge $-1$; its energy in a uniform field $\mathbf F$ is $+\mathbf F\cdot\tilde{\mathbf r}$. Moving the origin by $\mathbf a$ replaces $\mathbf r$ by $\mathbf r-\mathbf a$, and since the rule is linear in $A$,
\begin{equation}
\tilde{\mathbf r}\longrightarrow\tilde{\mathbf r}-\mathbf a\,S .
\end{equation}
A normalized state therefore shifts by $-\mathbf a$, and matrix elements between $S$-orthogonal states do not change. Without the term $\mathbf Rq_{ij}$ neither property holds in general. Since $\boldsymbol\rho$ is odd, $\mathbf d_{ij}$ connects only partial waves of opposite parity. With periodic boundary conditions $\mathbf r$ is not a valid operator on the orbitals, and (\ref{dip}) cannot be used there as it stands.

\section{Level shifts and smoothed charges}

\textbf{Corollary.} At a nondegenerate reference state, adding $\lambda\tilde A$ to $H$, with $A$ real and the rest of $H$ held fixed, gives the all-electron level shift to first order in $\lambda$.

\textbf{Proof.} Differentiate $(H+\lambda\tilde A)\varphi=\varepsilon S\varphi$ at $\lambda=0$, marking derivatives by a prime:
\begin{equation}
(H-\varepsilon S)\varphi'+(\tilde A-\varepsilon'S)\varphi=0 .
\end{equation}
Project on $\varphi$. The first term vanishes because $H-\varepsilon S$ is Hermitian and annihilates $\varphi$. With $\langle\varphi|S|\varphi\rangle=1$ this leaves $\varepsilon'=\langle\varphi|\tilde A|\varphi\rangle$. At the reference state $\varphi=\phi_k$, so $\eta=0$ and the reconstructed state is $\psi_k$. By (b), $\varepsilon'=\langle\psi_k|A|\psi_k\rangle$, the all-electron slope.

The level error can therefore begin no earlier than $\lambda^2$. At finite $\lambda$ the orbital changes shape in the sphere, and a finite set of partial waves need not follow it.

\textbf{Proposition.} If $Q_{ij}$ is replaced by a smoother function in the sphere with the same multipole moments, $A_{ij}$ is unchanged for every $A$ that is harmonic throughout the sphere.

\textbf{Proof.} Such an $A$ has the expansion $A=\sum_{lm}a_{lm}\rho^lY_{lm}$, hence
\begin{equation}
\int A\,Q_{ij}\,d^3r=\sum_{lm}a_{lm}\int\rho^lY_{lm}Q_{ij}\,d^3r .
\end{equation}
Only the moments enter.

The functions $1$ and $\mathbf r$ and the potential of a point charge outside the sphere are harmonic there, so $S$, the dipole and that interaction survive smoothing. $V_{\rm eff}$ is not harmonic in general, and $\int V_{\rm eff}Q_{ij}$ can change. If the same smoothed $Q_{ij}$ is used both to unscreen $V_{\rm ion}$ and $D^0$ and to screen them again, the reference atom still recovers its $V_{\rm loc}$ and $D$; the response of $D$ to a new environment can differ.

\section{A model atom}

The all-electron potential is $-Z/\sqrt{r^2+a^2}$ with $Z=2$ and $a=0.20$ angstrom, and $r_c=0.80$ angstrom. One projector is built for the lowest $s$ state and one for the lowest $p$ state. Inside $r_c$ the smooth radial function $u=rR(r)$ is $r^{l+1}$ times a quadratic in $r^2$, and $V_{\rm loc}$ is a quadratic in $r^2$. Each quadratic is fixed by matching the all-electron function at the grid point $r_c$ and the next two outward, so the values of $q$, $B$, $D$ and the smooth parts quoted below belong to this construction on this grid. They change linearly with the grid step, by several per cent in all. In the limit of zero step, where value, slope and curvature are joined at $r_c$ itself, $q$ falls from 0.188 to 0.180 for $s$ and from 0.0082 to 0.0076 for $p$. In the same limit the $s$-channel $D$ goes from $-12.66$ to $-12.34$ eV, its change on removing one electron from $-4.48$ to $-4.31$ eV, and the point-charge interaction from 0.737 to 0.706 eV. The extra digits below are kept only so that the identities can be followed on one grid. The levels lie at $-33.64$ and $-12.74$ eV. Halving the grid step of 0.01 angstrom moves them by 0.0017 and 0.0002 eV, and their limits at zero step are $-33.635$ and $-12.737$ eV. All-electron and ultrasoft results are compared on the same grid, so most of this discretization error cancels in their difference. The ultrasoft level errors quoted below still fall by about 4\% when the step is reduced eightfold, while their ratio stays at 3.99. The numerical check diagonalizes the two problems separately.

\textbf{Overlap and D.} The $s$ norm is $0.81215+0.18785=1$, and the $p$ norm is $0.99185+0.00815=1$. For the $s$ channel (\ref{Dref}) gives
\begin{equation}
D=B+\varepsilon q=-6.3395+(-33.637)(0.18785)=-12.658\ \text{eV}.
\end{equation}
Now regard the potential as already screened by two electrons in the $s$ orbital, with Hartree and spin-unpolarized local exchange energies and no correlation. The unscreened $V_{\rm ion}$ then falls off as $-4/r$, so the reference is a doubly charged ion and not a neutral atom. The integral $\int V_{\rm eff}Q\,d^3r$, which includes the ionic attraction, is $-10.384$ eV, so $D^0=-12.658+10.384=-2.274$ eV. If one electron is removed while the orbital and the spin-unpolarized form of exchange are kept, $D$ moves from $-12.6581$ to $-17.1415$ eV. The change, $-4.483$ eV, is $\int\Delta V_{\rm eff}\,Q\,d^3r$: the loss of electron repulsion outweighs the loss of exchange attraction, so the potential is deeper where the augmentation charge sits. Numerical derivatives of the energy functional test (\ref{D}) for the two-electron reference and for one electron in a distorted orbital.

\textbf{Level shifts.} Take $A=\exp[-(r/0.40\ \text{angstrom})^2]$. The slope of the $s$ level is
\begin{equation}
\underbrace{0.1495}_{\text{smooth}}+\underbrace{0.0974}_{\int AQ}=0.2469 ,
\end{equation}
equal to the all-electron slope. At strengths 1 and 2 eV the all-electron shifts are 0.2456 and 0.4886 eV, and the ultrasoft levels lie too high by $4.0\times10^{-4}$ and $1.6\times10^{-3}$ eV. These errors are 0.16\% and 0.33\% of the shifts. Their ratio, 3.99, is close to the factor 4 of a $\lambda^2$ error. At 2 eV the matrix element $\langle\Psi|A|\Psi\rangle$ of the reconstructed orbital is 0.2427 and the rule gives 0.2433. The difference, $-6.3\times10^{-4}$, equals the residual in (\ref{residual}), which the program evaluates separately. Here $\Psi$ is not renormalized: the smooth orbital is normalized with $S$, and (\ref{residual}) with $A=1$ shows that the norm of $\Psi$ can then differ from 1 when $\eta\ne0$.

\textbf{Dipole.} The $s$--$p$ element of $z$ about the nucleus is $0.3470+0.0085=0.3555$ angstrom, smooth part plus augmentation. Now put the atom at $R=1.50$ angstrom on the $z$ axis, in the hybrid $(s+p)/\sqrt2$. The two cross terms, each with weight $1/2$, add up to one $s$--$p$ element, so the augmentation contributes
\begin{equation}
1.50\times\frac{0.18785+0.00815}{2}+0.0085=0.1555\ \text{angstrom}.
\end{equation}
With the smooth part, 1.7000 angstrom, the mean position is 1.8555 angstrom, which is $R$ plus the $s$--$p$ element, as it must be. Most of the correction is the charge term $Rq$, which grows with the distance from the origin.

\textbf{Smoothed charge.} The augmentation charge of this hybrid, centred at the origin, interacts with a unit point charge 2.00 angstrom away on the positive $z$ axis. In the smoothed $Q$ each angular component $l=0,1,2$ is taken proportional to $r^l(1-r^2/r_c^2)^2$ and scaled to the true moment. The magnitude is 0.737 eV for the true $Q$ and the same for a smoothed $Q$ with equal moments. For the Gaussian $A$, which is not harmonic, the integral falls from 0.0500 to 0.0340, a loss of 32\% relative to the true $Q$ for this choice of smoothing function. Matching moments protects the overlap and the dipole, but not, in general, the integral of an operator that is not harmonic inside the sphere.

\section*{Computed results}
\begin{verbatim}
nuclear parameter Z: 2.0
softening length a: 0.20 angstrom
sphere radius r_c: 0.80 angstrom
grid step: 0.010 angstrom
box radius: 8.01 angstrom
s level, all-electron: -33.63700 eV
s level, ultrasoft: -33.63700 eV
s level change on halving grid step: 0.00169 eV
s smooth norm <phi|phi>: 0.81215
s augmentation norm q: 0.18785
s B: -6.3395 eV
s screened D = B + eps q: -12.6581 eV
p level, all-electron: -12.73717 eV
p level, ultrasoft: -12.73717 eV
p level change on halving grid step: 0.00020 eV
p smooth norm <phi|phi>: 0.99185
p augmentation norm q: 0.00815
p B: -0.4090 eV
p screened D = B + eps q: -0.5129 eV
Gaussian perturbation width: 0.40 angstrom
s level slope, all-electron: 0.246865 (eV per eV)
s level slope, ultrasoft rule: 0.246865 (eV per eV)
s level slope, no augmentation: 0.149505 (eV per eV)
s shift at strength 1 eV, all-electron: 0.24558 eV
ultrasoft minus all-electron level there: 4.031e-04 eV
s shift at strength 2 eV, all-electron: 0.48858 eV
ultrasoft minus all-electron level there: 1.607e-03 eV
ratio of these two errors: 3.986
<A> reconstructed, strength 2 eV: 0.2426854
<A> by the rule, strength 2 eV: 0.2433164
residual from incomplete expansion: -6.310e-04
s-p z element, all-electron: 0.35551 angstrom
s-p z element, smooth part: 0.34702 angstrom
s-p z element, augmentation part: 0.00849 angstrom
atom position R: 1.50 angstrom
hybrid mean z, all-electron: 1.85551 angstrom
hybrid mean z, smooth part: 1.70002 angstrom
hybrid mean z, augmentation part: 0.15549 angstrom
s bare D0: -2.2739 eV
s integral V_eff Q, two electrons: -10.3842 eV
s screened D, one electron, same orbital: -17.1415 eV
outside point charge distance: 2.00 angstrom
integral of 1/distance with true Q: 0.73675 eV
integral of 1/distance with smoothed Q: 0.73675 eV
Gaussian integral with true Q: 0.05003
Gaussian integral with smoothed Q: 0.03403
\end{verbatim}
